\section*{Saturation Exposure of a Deep Hole in Atomic Layer Deposition, part 2}

In a half-cycle of atomic layer deposition, a precursor gas must saturate the wall of a straight cylindrical hole, closed at the bottom, of diameter $d$, depth $L$ and aspect ratio $a=L/d$. We seek the exposure $Pt$ (pressure times time) that this takes when $a$ is large.

The precursor has partial pressure $P$ at the mouth, temperature $T$ and molecular mass $m$; $k$ is the Boltzmann constant. The flux at the mouth is $J=P/\sqrt{2\pi mkT}$. The wall takes $K$ molecules per unit area. The reduced exposure is $E=Jt/K$, so that $Pt=E\,K\sqrt{2\pi mkT}$; a flat surface with unit sticking needs $E=1$.

Molecules collide only with the wall. With unit sticking, they stick at the first hit on wall with free capacity; full wall re-emits them by the cosine law, without memory or loss. Filling is slow compared with the gas motion.

Lengths $x$, $y$, $s$ and $l$ are in units of $d$. An entering molecule first hits the wall of a long tube deeper than $x$ with probability $F(x)=(\sqrt{1+x^2}-x)^2$. For large $x$, $F\approx1/(4x^2)$, and $\int_0^\infty F\,dx=2/3$, which is the mean depth of the first hit. Jumps between successive wall hits have the even density $q(x)$, zero mean and mean square $\langle x^2\rangle=2/3$. A jump longer than $x$ in one given direction has probability $Q(x)=-F'(x)/4$. A molecule emitted at distance $x$ from a plane lands beyond it by $F(x)/4$ on average, counting zero if it does not cross.

Let the wall be full from the mouth to depth $l$ and have free capacity below. An entering molecule is captured with probability $W(l)$, which equals the probability of passing through an open tube of length $l$. The flux onto the full wall at depth $x$ is $J\phi(x)$, and $\phi(x)$ is also the probability that a molecule emitted at $x$ finally leaves through the mouth. Mirror symmetry gives
\begin{equation}
\phi(x)+\phi(l-x)=1 .
\label{eq:mirror}
\end{equation}

\subsection{Conservation of the mean position}

Extend the tube in thought beyond both ends, so that a molecule leaving through the mouth also has a landing point, at negative depth. Each jump has zero mean. One entering molecule makes
\begin{equation}
\frac{J\phi\,\pi d^2dx}{J\pi d^2/4}=4\phi(x)\,dx
\end{equation}
wall hits in $dx$, hence at most $4l$ hits on average. With a finite mean number of jumps of finite mean size, the mean final position equals the mean first position, $2/3$.

Let $A_+$ and $A_-$ be the mean overshoots beyond $l$ and out of the mouth, both per entering molecule. The final positions average to $Wl+A_+-A_-$, so
\begin{equation}
Wl=\frac23+A_--A_+ .
\label{eq:balance}
\end{equation}
Each hit at $x$ contributes $F(x)/4$ to the overshoot at the mouth and $F(l-x)/4$ to that at the far end. Direct flights from the mouth also contribute to the far end:
\begin{align}
A_-&=\int_0^l\phi(x)F(x)\,dx,\\
A_+&=\int_l^\infty F\,dx+\int_0^l\phi(x)F(l-x)\,dx\nonumber\\
&=\int_l^\infty F\,dx+\int_0^l[1-\phi(y)]F(y)\,dy .
\label{eq:Aplus}
\end{align}
The last line used $y=l-x$ and \eqref{eq:mirror}. In $A_-$ write $\phi=1-(1-\phi)$ and $\int_0^lF=2/3-\int_l^\infty F$. Then \eqref{eq:balance} becomes
\begin{equation}
Wl=\frac43-2\int_l^\infty F\,dx-2\int_0^l[1-\phi(x)]F(x)\,dx .
\label{eq:W}
\end{equation}

This holds for any $l$ in the model. As $l\to\infty$ the first integral vanishes. In the second, $1-\phi(x)$ is the probability that a molecule emitted at a fixed depth $x$ reaches the far end before the mouth. A walk with independent, zero-mean jumps crosses to each side sooner or later, so this probability tends to zero as the far end recedes. It never exceeds one, and $F$ has a finite integral, so the second integral vanishes too. Therefore
\begin{equation}
W(l)\to\frac{4}{3l}\qquad(l\gg1).
\label{eq:Wlead}
\end{equation}
Half of the $4/3$ comes from the mean depth of entry and half from the mean overshoot on leaving. For $l=80$ the computed overshoot per leaving molecule is about 0.65, near its limit $2/3$.

Diffusion gives the same result. For a slowly varying $\phi$, the net downward flow through a section is
\begin{equation}
J\pi d^2\int_0^\infty[\phi(x-s)-\phi(x+s)]Q(s)\,ds
\approx-2J\pi d^2\phi'\int_0^\infty sQ\,ds .
\end{equation}
Integration by parts gives $\int_0^\infty sQ\,ds=\langle x^2\rangle/4=1/6$. With $\phi'=-1/l$ the flow is $J\pi d^2/(3l)$, which is $J(\pi d^2/4)$ times $4/(3l)$.

A calculation that divides the wall into rings gives $W=0.110$ at $l=10$ for rings one eighth of a diameter wide, and 0.109 in the limit of narrow rings; tracing 200,000 molecules gives $0.109\pm0.001$. At $l=80$ the rings give $W=0.0161$, or $Wl=1.29$, approaching $4/3$ from below as \eqref{eq:W} requires.

\subsection{The quadratic law}

Suppose first that the boundary between full and bare wall is sharp. In time $dt$ the hole captures $J(\pi d^2/4)W\,dt$ molecules. Advancing the boundary by $d\,dl$ takes $K\pi d^2dl$ molecules. Thus
\begin{equation}
dE=\frac JK\,dt=\frac{4\,dl}{W(l)}\approx3l\,dl,\qquad
E\approx\int_0^a3l\,dl=\frac32a^2 .
\end{equation}
In physical units,
\begin{equation}
\boxed{\,Pt\simeq\frac32K\sqrt{2\pi mkT}\left(\frac Ld\right)^2,
\qquad L/d\gg1\,}
\label{eq:main}
\end{equation}

At this order two holes of equal aspect ratio need the same exposure, whatever their width, for the same $K$, $m$ and $T$. To leading order, half the exposure fills the first $1/\sqrt2$, or 71\%, of the depth; at moderate aspect ratios the filled fraction is somewhat smaller. The law does not apply to shallow holes: it tends to zero as $a\to0$, where a flat surface needs $E=1$.

\subsection{The size of the correction}

Two effects enter at the next order. First, $W$ is smaller than $4/(3l)$. The nearly linear profile $1-\phi\approx x/l$, with $F\approx1/(4x^2)$, makes the last integral in \eqref{eq:W} about $\ln l/(4l)$. Hence $Wl\approx4/3-\ln l/(2l)$ and $4/W\approx3l+\frac98\ln l$, up to a constant.

Second, captured molecules land somewhat beyond the full region. From \eqref{eq:Aplus} their mean overshoot is $A_+/W\approx[\ln l/(4l)]/[4/(3l)]=\frac3{16}\ln l$. This coverage ahead of the front means that the full length lags behind the length counted by captured molecules by that amount, which lowers $4/W$ by $\frac9{16}\ln l$.

Integrated over the depth, both effects are of order $a\ln a$. The bottom has the area of a quarter diameter of side wall and adds a term of order $a$. This estimate gives
\begin{equation}
E=\frac32a^2+O(a\ln a),
\end{equation}
so the relative correction is of order $\ln a/a$. Combining the two logarithms suggests a term $\frac9{16}a\ln a$; that coefficient is a conjecture, since the end of filling was not analysed in detail.

The ring calculation fills the hole without assuming a sharp front or diffusion. Extrapolated in ring width, it gives:
\begin{center}
\begin{tabular}{cccc}
$a$ & $E$ & $E/a^2$ & $(E-\frac32a^2)/a$\\
20 & 692 & 1.73 & 4.6\\
40 & 2597 & 1.62 & 4.9\\
80 & 10025 & 1.57 & 5.3
\end{tabular}
\end{center}
Halving the ring widths used in the extrapolation lowers $E$ by about 0.1\%, to 691, 2594 and 10016, and the last entry of the last column to 5.2. The last column grows slowly, roughly as a logarithm; with the finer rings its rise per unit $\ln a$ is 0.43 from $a=20$ to 40 and 0.49 from 40 to 80, still increasing and below the conjectured $\frac9{16}$. To isolate the quadratic coefficient, take $E(4a_0)-4E(2a_0)+4E(a_0)$. Terms in $a$ cancel because $4-8+4=0$. Terms in $a\ln a$ cancel because $4\ln4-8\ln2=0$. A term $Ca^2$ gives $(16-16+4)Ca_0^2$. With $a_0=20$,
\begin{equation}
C=\frac{10025-4(2597)+4(692)}{4\times400}\approx1.50 .
\end{equation}
The test required agreement with $3/2$ within 1.5\%.

\subsection{Sticking that depends on coverage}

In the Langmuir law the sticking probability is $s_0(1-\theta)$, where $\theta$ is the local coverage. Then $d\theta/dE=s_0\phi(1-\theta)$ with $\phi\le1$, so $1-\theta\ge e^{-s_0E}$. Complete filling takes infinite time, and a target such as 99\% must be named.

For $s_0=1$ the front is spread over a few diameters, which should not alter the quadratic term. At equal ring width, the extra exposure for 99\% coverage, divided by $a^2$, falls from about 0.03 at $a=10$ to well below 0.01 at $a=40$.

For small $s_0$, gas penetrates bare wall diffusively. Equating the diffusive supply $\frac12\langle x^2\rangle\phi''=\frac13\phi''$ to the loss $s_0\phi$ gives a decay length $1/\sqrt{3s_0}$ in diameters. For $s_0=0.01$ this is 5.8. The quadratic law needs $a$ well above this length.

A species that is destroyed on full wall behaves differently. With a loss probability $r\ll1$ per hit, the same balance makes the flux decay over $1/\sqrt{3r}$ diameters even behind the front. Equation \eqref{eq:main} therefore cannot be used for plasma radicals that recombine on the wall, unless the hole is short on that scale.

\subsection{Worked example: alumina in a narrow hole}

Take the trimethylaluminium half-cycle at 473 K, with $P=0.1$ Torr of precursor in 1 Torr of nitrogen. The hole has $d=100$ nm and $L=5000$ nm, so $a=50$. The growth per cycle, 0.10 nm, and the film density, 3.0 g/cm$^3$, are rough typical values. Each precursor molecule supplies one aluminium atom and each formula unit of alumina holds two. With $N_A$ the Avogadro constant,
\begin{equation}
K=\frac{2(0.10\times10^{-9}\,\text{m})(3000\,\text{kg/m}^3)}{0.10196\,\text{kg/mol}}N_A
=3.54\ \text{nm}^{-2}.
\end{equation}
The molecular mass $1.197\times10^{-25}$ kg gives $J=1.90\times10^{19}$ cm$^{-2}$s$^{-1}$. The flat-surface exposure is
\begin{equation}
\frac{KP}{J}=\frac{3.54\times10^{14}}{1.90\times10^{19}}\,\text{s}\times0.1\ \text{Torr}
=1.86\times10^{-6}\ \text{Torr s}.
\end{equation}
Multiplication by $\frac32\times50^2=3750$ gives
\begin{equation}
Pt=7.0\times10^{-3}\ \text{Torr s}=0.93\ \text{Pa s},\qquad t=70\ \text{ms}.
\end{equation}
The ring calculation gives $E\approx4000$ instead of 3750 (4002, and 3998 with ring widths halved), which raises the time to about 75 ms, between 6 and 7\% above the leading law.

\subsection{The model beside a real process}

Real trimethylaluminium departs from unit sticking: its initial sticking probability is well below one, roughly $10^{-3}$ to $10^{-2}$. With $s_0=0.01$, the exposure for 99\% coverage is 11\% above that for $s_0=1$ at the same ring width. At the lower end of the range the effect is larger. For $s_0=10^{-3}$ the bound $1-\theta\ge e^{-s_0E}$ alone requires $E\ge\ln100/s_0\approx4600$, and the decay length $1/\sqrt{3s_0}$ is 18 diameters, no longer small against $a=50$. The quadratic law is then not reliable for this hole: a ring calculation with coarse rings gives $E$ above 8000, more than twice the leading value. The hole also narrows as the film grows. At fixed depth, a 5 nm film leaves 90 nm and raises the leading exposure by the factor $(100/90)^2=1.23$, so the last cycle sets the dose. Gas collisions matter little here: the estimated mean free path is 29 $\mu$m, and $d$ divided by it is 0.35\%. Collisions cut off the rare long flights, so their effect exceeds this ratio by a logarithmic factor: with isotropic scattering in a long tube the diffusion along the hole slows by about 0.9\%. A finite molecular diameter of 0.7 nm narrows the width open to molecular centres, which raises $(L/d)^2$ by 1.4\%; since the wall sites are still those of the full diameter, the exposure rises by about 2\%. The gas stored in the hole is $1.4\times10^{-5}$ of the wall capacity, which supports the slow-filling assumption. For a dose recipe, \eqref{eq:main} is thus a starting value that needs a margin. It also requires that the reactor keep the stated pressure at the mouth throughout the dose; depletion above the wafer is not included. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
TRANSPORT (lengths in hole diameters)
mean depth of first wall hit: 0.66667
mean square jump between wall hits: 0.66667
mean overshoot out of mouth, filled length 80: 0.6524
transmission, length 10, ring calculation: 0.1097
transmission, length 10, ray tracing: 0.1092 +- 0.0007
transmission, length 40: 0.03137; length 80: 0.01614
slope of 1/transmission, 40 to 80: 0.7517
FILLING, unit sticking until full (E = flux*time/K)
a=20: E=691.9, E/a^2=1.7297, (E-1.5a^2)/a=4.593
a=40: E=2596.6, E/a^2=1.6229, (E-1.5a^2)/a=4.915
a=50: E=4001.7, E/a^2=1.6007, (E-1.5a^2)/a=5.034
a=80: E=10024.6, E/a^2=1.5663, (E-1.5a^2)/a=5.307
extracted coefficient of a^2: 1.5035
Langmuir (99%) minus hard filling, over a^2, a=10: 0.0391
Langmuir (99%) minus hard filling, over a^2, a=40: 0.0062
EXAMPLE INPUTS (rough typical values)
diameter: 100 nm; depth: 5000 nm; a: 50
temperature: 473 K; precursor pressure: 0.10 Torr
carrier pressure: 1.0 Torr (nitrogen)
molar mass precursor: 72.09 g/mol
molar mass alumina: 101.96 g/mol
growth per cycle: 0.10 nm; density: 3.0 g/cm3
precursor diameter: 0.7 nm
precursor-nitrogen collision distance: 0.5 nm
EXAMPLE RESULTS
molecular mass: 1.1971e-25 kg
wall capacity K: 3.544 per nm2
impingement flux at mouth: 1.902e+19 per cm2 per s
flat-surface exposure K*sqrt(2 pi m k T): 1.863e-06 Torr s
leading exposure: 6.986e-03 Torr s = 0.931 Pa s
leading dose time: 69.9 ms
exposure with finite-aspect terms: 7.455e-03 Torr s
dose time with finite-aspect terms: 74.5 ms
NEGLECTED EFFECTS
finite aspect ratio: +6.7 %
Langmuir 99% E, a=50: s0=1 3950; s0=0.01 4397
initial sticking 0.01 instead of 1: +11.3 %
mean free path: 28.8 um; over diameter: 288
gas collisions, estimate diameter/path: 0.35 %
film thickness 5 nm on wall: exposure factor 1.235
finite molecular size: +1.4 %
gas stored in hole / wall capacity: 1.44e-05
\end{verbatim}
